# Guinier's Law, the Uniform Sphere, and Where the Approximation Fails

## Definitions and conventions

A beam of wavelength $\lambda$ is scattered elastically through an angle $\theta$. The incident and scattered wavevectors both have length $2\pi/\lambda$. Their difference $\mathbf q$ is the scattering vector, with length

$$q=\frac{4\pi}{\lambda}\sin\frac{\theta}{2}. \tag{1}$$

A particle is described by its contrast $\Delta\rho(\mathbf r)$, the scattering-length density of the particle minus that of the surrounding medium. A scattering length per volume has the unit nm$^{-2}$. We take $\Delta\rho$ to be real and of one sign inside the particle, and zero outside it. Each wave is assumed to scatter at most once, so the amplitude of a particle is the sum of wavelets from its volume elements, each with its own phase:

$$F(\mathbf q)=\int \Delta\rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r. \tag{2}$$

The sample holds many identical particles at positions $\mathbf R_j$. Its total amplitude is $\sum_j F_j e^{-i\mathbf q\cdot\mathbf R_j}$, where $F_j$ depends on the orientation of particle $j$. Squaring gives terms $|F_j|^2$ and cross terms with phases $e^{-i\mathbf q\cdot(\mathbf R_j-\mathbf R_k)}$. We assume a dilute sample, with positions and orientations independent of each other. The cross terms are then negligible if the sample is large enough. For $N$ particles spread uniformly through a sphere of radius $L$, each factor $e^{-i\mathbf q\cdot\mathbf R_j}$ averages to $f(qL)$, with $f$ from (15) below. Relative to the terms $|F_j|^2$, the cross terms then contribute at most $(N-1)f(qL)^2$, which by (30) averages to about $9N/(2q^4L^4)$ at large $qL$. We assume this is much smaller than 1. What remains is the intensity per particle,

$$I(q)=\big\langle |F(\mathbf q)|^2\big\rangle, \tag{3}$$

where the brackets denote an average over all orientations. It has the unit nm$^2$: a cross-section per unit solid angle.

Two moments of the contrast are needed, the total scattering length $M$ and the contrast centre $\mathbf r_c$:

$$M=\int\Delta\rho\,d^3r\neq0,\qquad \mathbf r_c=\frac1M\int\Delta\rho\,\mathbf r\,d^3r. \tag{4}$$

The radius of gyration $R_g$ is the root-mean-square distance from that centre, weighted by contrast:

$$R_g^2=\frac1M\int\Delta\rho\,|\mathbf r-\mathbf r_c|^2\,d^3r. \tag{5}$$

Because $\Delta\rho$ has one sign, $R_g^2$ is positive.

## From pairs of points to Guinier's law

Insert (2) into (3), writing $|F|^2$ as $F$ times its complex conjugate. With $\mathbf s=\mathbf r-\mathbf r'$,

$$I(q)=\iint\Delta\rho(\mathbf r)\Delta\rho(\mathbf r')\,\big\langle e^{-i\mathbf q\cdot\mathbf s}\big\rangle\,d^3r\,d^3r'. \tag{6}$$

Turning the particle turns $\mathbf s$ but keeps its length $s$. If $\mu$ is the cosine of the angle between $\mathbf q$ and $\mathbf s$, random orientation makes $\mu$ uniform on $[-1,1]$. Hence

$$\big\langle e^{-i\mathbf q\cdot\mathbf s}\big\rangle=\frac12\int_{-1}^{1}e^{-iqs\mu}\,d\mu=\frac{\sin qs}{qs}. \tag{7}$$

Equation (6) with (7) is Debye's formula: the averaged intensity depends on the particle through its distribution of pair distances.

For small $z$, $\sin z/z=1-z^2/6+z^4/120-\dots$. The distances in a finite particle are bounded, so the series may be integrated term by term. Define the pair average

$$\langle s^n\rangle=\frac1{M^2}\iint\Delta\rho(\mathbf r)\Delta\rho(\mathbf r')\,s^n\,d^3r\,d^3r'. \tag{8}$$

Since $\iint\Delta\rho\,\Delta\rho'=M^2$, the forward intensity is $I_0=M^2$, and

$$\frac{I(q)}{I_0}=1-\frac{q^2\langle s^2\rangle}{6}+\frac{q^4\langle s^4\rangle}{120}-\dots \tag{9}$$

To find $\langle s^2\rangle$, measure positions from the contrast centre, $\mathbf a=\mathbf r-\mathbf r_c$. Then $s^2=a^2+a'^2-2\,\mathbf a\cdot\mathbf a'$. The first two terms each average to $R_g^2$ by (5). The last averages to zero because $\int\Delta\rho\,\mathbf a\,d^3r=0$ by (4). Therefore

$$\langle s^2\rangle=2R_g^2. \tag{10}$$

Now take the logarithm of (9) with $\ln(1+y)=y-y^2/2+\dots$. Through order $q^4$, the term $-y^2/2$ contributes $-q^4\langle s^2\rangle^2/72$. With (10),

$$\ln\frac{I(q)}{I_0}=-\frac{q^2R_g^2}{3}+b\,q^4+\dots,\qquad b=\frac{\langle s^4\rangle}{120}-\frac{\langle s^2\rangle^2}{72}. \tag{11}$$

Dropping $b\,q^4$ and all higher terms gives Guinier's law:

$$I(q)\simeq I_0\,e^{-q^2R_g^2/3}. \tag{12}$$

What has been derived is the coefficient of $q^2$. The parabola $1-q^2R_g^2/3$ has the same coefficient and would be equally justified at this order. The exponential is a convenient continuation: it makes $\ln I$ a straight line against $q^2$, with slope $-R_g^2/3$ and intercept $\ln I_0$. How far the line can be trusted depends on $b$ and the higher terms, and so on the shape.

## The uniform sphere

Let $\Delta\rho$ be constant inside a sphere of radius $R$ and volume $V=4\pi R^3/3$. The sphere looks the same from every direction, so its amplitude needs no orientation average. A thin shell of radius $r$ has volume $4\pi r^2dr$, and by the integral in (7) its mean phase factor is $\sin(qr)/(qr)$. Thus

$$F(q)=4\pi\Delta\rho\int_0^R r^2\,\frac{\sin qr}{qr}\,dr=\frac{4\pi\Delta\rho}{q}\int_0^R r\sin qr\,dr. \tag{13}$$

Integration by parts gives

$$\int_0^R r\sin qr\,dr=\left[-\frac{r\cos qr}{q}+\frac{\sin qr}{q^2}\right]_0^R=\frac{\sin x-x\cos x}{q^2},\qquad x=qR. \tag{14}$$

The prefactor is then $4\pi\Delta\rho/q^3=4\pi R^3\Delta\rho/x^3=3V\Delta\rho/x^3$, so that

$$F(q)=\Delta\rho\,V f(x),\qquad f(x)=\frac{3(\sin x-x\cos x)}{x^3}, \tag{15}$$

$$\frac{I(q)}{I_0}=P=f(x)^2,\qquad I_0=(\Delta\rho\,V)^2. \tag{16}$$

The small-$x$ behaviour follows from the series of sine and cosine:

$$\sin x-x\cos x=\frac{x^3}{3}-\frac{x^5}{30}+\frac{x^7}{840}-\dots,\qquad f=1-\frac{x^2}{10}+\frac{x^4}{280}-\dots \tag{17}$$

Definition (5) gives the radius of gyration directly:

$$R_g^2=\frac{\int_0^R r^4\,dr}{\int_0^R r^2\,dr}=\frac{R^5/5}{R^3/3}=\frac35R^2. \tag{18}$$

The two results agree: (17) gives $P=1-x^2/5+\dots$, and $q^2R_g^2/3=x^2/5$.

### The first zero

For $x>0$, $f$ vanishes where $h(x)=\sin x-x\cos x$ does. Its derivative is

$$h'(x)=\cos x-\cos x+x\sin x=x\sin x. \tag{19}$$

On $(0,\pi)$ this is positive, so $h$ rises from $h(0)=0$ to $h(\pi)=\pi$ and has no zero there. On $(\pi,2\pi)$ the derivative is negative and $h$ falls, reaching $h(3\pi/2)=-1$. The first zero $x_1$ therefore lies between $\pi$ and $3\pi/2$. There $\cos x\neq0$, and dividing $h=0$ by $\cos x$ gives

$$\tan x_1=x_1,\qquad x_1=4.493. \tag{20}$$

The root can be found by repeating $x\to\pi+\arctan x$. Each step shrinks the error because the derivative of the right-hand side, $1/(1+x^2)$, is small here.

At this $q$ the wavelets from the different parts of the sphere cancel completely. A measured position $q_1$ of the zero gives the radius as $R=x_1/q_1$. Guinier's exponential has no zero at any finite $q$, so it must have failed before this point.

## How the failure begins

Write $u=qR_g$. From (17),

$$\ln f=-\frac{x^2}{10}+\left(\frac1{280}-\frac1{200}\right)x^4+\dots=-\frac{x^2}{10}-\frac{x^4}{700}-\dots \tag{21}$$

Doubling this gives $\ln P$, and (18) gives $x^2=5u^2/3$:

$$\ln P_{\rm sphere}=-\frac{u^2}{3}-\frac{u^4}{126}+\dots \tag{22}$$

The ratio of the exponential to the true intensity is thus about $1+u^4/126$. A relative error $\varepsilon$, measured against the true intensity, is reached near

$$u\simeq(126\,\varepsilon)^{1/4}\qquad(\varepsilon\ll1). \tag{23}$$

A thin uniform rod of length $L$ behaves differently. At a fixed orientation, with $\mu$ the cosine between the rod and $\mathbf q$, its amplitude is $M\sin y/y$ with $y=qL\mu/2$. Its radius of gyration is $R_g^2=L^2/12$, so $y^2=3u^2\mu^2$. Squaring the series of $\sin y/y$ gives $1-y^2/3+2y^4/45-\dots$. With $\langle\mu^2\rangle=1/3$ and $\langle\mu^4\rangle=1/5$,

$$P_{\rm rod}=1-\frac{u^2}{3}+\frac{2u^4}{25}-\dots,\qquad \ln P_{\rm rod}=-\frac{u^2}{3}+\frac{11u^4}{450}+\dots, \tag{24}$$

because $2/25-1/18=11/450$. The correction has the opposite sign and is about three times as large. At small $u$ the exponential lies above the sphere curve and below the rod curve.

The full curves, without truncation, reach a given error at these values of $qR_g$:

| Size of error | Sphere | Thin rod |
|---|---|---|
| 1 % | 1.04 | 0.79 |
| 5 % | 1.53 | 1.18 |
| 10 % | 1.78 | 1.40 |

For the sphere at 1 %, estimate (23) gives 1.06. A cut-off such as $qR_g<1.3$ amounts to a choice of tolerated error, not a boundary set by the theory. At 1.3 the exponential is 2.5 % too high for the sphere and 7.5 % too low for the rod.

## The sphere up to its first zero

The sign found in (22) holds for the sphere all the way to $x_1$. To show this, start from $f=3h/x^3$ and use (19):

$$x^4f'=3(xh'-3h)=3(x^2\sin x-3\sin x+3x\cos x). \tag{25}$$

Differentiating once more, the terms in $\cos x$ without a factor $x$ cancel:

$$(x^4f')'=3(x^2\cos x-x\sin x)=-3xh=-x^4f. \tag{26}$$

On $0<x<x_1$ the function $f$ is positive, so $g=-f'/f$ is well defined. By the quotient rule and (26),

$$(x^4g)'=-\frac{(x^4f')'}{f}+\frac{x^4f'^2}{f^2}=x^4(1+g^2)\ge x^4. \tag{27}$$

Since $x^4g$ vanishes at $x=0$, integration gives $x^4g\ge x^5/5$. Hence $g$ is positive, the inequality in (27) is strict, and $g>x/5$. Integrating $(\ln f)'=-g$ from $f(0)=1$ gives $\ln f<-x^2/10$, or

$$f(x)^2<e^{-x^2/5}\qquad(0<x<x_1). \tag{28}$$

The same inequality controls the slope in a Guinier plot. Since $d\ln P/dx=-2g$ and $d(x^2)=2x\,dx$,

$$-\frac{d\ln P}{d(x^2)}=\frac gx>\frac15. \tag{29}$$

Everywhere before the zero the curve is steeper than its limiting tangent at $q=0$. The slope of a least-squares line with equal weights is an average of the slopes between all pairs of data points, weighted by the squares of their separations along the $q^2$ axis. To see this, let $X_i=q_i^2$ and $Y_i=\ln I_i$ for $n$ points. The fitted slope is $\sum_i(X_i-\bar X)(Y_i-\bar Y)/\sum_i(X_i-\bar X)^2$. Expanding the products shows $\sum_{i<j}(X_i-X_j)(Y_i-Y_j)=n\sum_i(X_i-\bar X)(Y_i-\bar Y)$, and likewise with $Y$ replaced by $X$. The slope is therefore $\sum_{i<j}(X_i-X_j)^2m_{ij}/\sum_{i<j}(X_i-X_j)^2$, with pair slopes $m_{ij}=(Y_i-Y_j)/(X_i-X_j)$. By the mean value theorem, every pair slope is steeper than the limiting tangent. For noise-free sphere data below $x_1$, a straight-line fit therefore overestimates $R_g$.

## Beyond the first zero

After $x_1$ the sphere intensity rises again, while the exponential keeps falling. The curves first cross at $x=5.17$. They cross again in a close pair around each later zero of $f$, where the sphere intensity dips below the exponential. At the side maximum, $x=5.76$, the sphere has $P=0.0074$ and the exponential gives 0.0013, too low by a factor of nearly six.

At large $x$, write (15) as

$$P=\frac{9}{x^4}\left(\cos x-\frac{\sin x}{x}\right)^2. \tag{30}$$

The second term in the bracket becomes negligible, and $\cos^2x$ averages to $1/2$ over a period. The mean intensity is therefore $9/(2x^4)$. In absolute terms,

$$\overline{I}\simeq(\Delta\rho V)^2\frac{9}{2q^4R^4}=\frac{8\pi^2\Delta\rho^2R^2}{q^4}=\frac{2\pi\,\Delta\rho^2 A}{q^4},\qquad A=4\pi R^2. \tag{31}$$

In this range the mean intensity measures the surface area $A$ of the sphere. A Gaussian in $q$ falls faster than any power, so no choice of $R_g$ lets (12) describe this decay.

## When the assumptions fail

**Several sizes.** Let a fraction $n_k$ of the spheres, by number, have radius $R_k$, all with the same contrast. In a dilute sample their intensities add. Each forward intensity is proportional to $V_k^2$, and so to $R_k^6$:

$$I(q)\propto\sum_k n_kR_k^6\left(1-\frac{q^2R_k^2}{5}+\dots\right). \tag{32}$$

Comparing the $q^2$ term with $1-q^2R_g^2/3$ gives the apparent radius of gyration

$$R_{g,\rm app}^2=\frac35\,\frac{\sum_k n_kR_k^8}{\sum_k n_kR_k^6}. \tag{33}$$

A Guinier plot can be straight at small $q$ and still report a size that few of the particles have.

**Correlated positions.** If identical spheres are not independently placed, the cross terms dropped before (3) survive. The intensity per particle becomes $|F|^2S(q)$, where $S(q)=\langle|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2\rangle/N$ for $N$ particles. If $S(q)=S(0)(1+cq^2+\dots)$ at small $q$, with $S(0)\neq0$, then $\ln S=\ln S(0)+cq^2+\dots$ adds to (11). The slope of the plot gives $R_g^2-3c$ in place of $R_g^2$, and the intercept is shifted by $\ln S(0)$. Here $S(0)$ means the value extrapolated from $q$ with $1/q$ much smaller than the sample; at $q=0$ itself all phases are equal and the sum gives $N$. Even spheres that merely cannot overlap are correlated. Each keeps other centres out of a sphere of radius $2R$ and volume $8V$, so to first order in the volume fraction $\varphi$ one has $S=1-8\varphi f(2qR)$. By (17), $c\simeq16\varphi R^2/5$ and $3c\simeq16\varphi R_g^2$. A volume fraction of 1 % lowers the apparent $R_g$ by about 8 %.

**Vanishing total contrast.** If $\Delta\rho$ takes both signs, $M$ can be zero and (5) loses its meaning. For a spherically symmetric particle, expanding the shell factor in (13) gives

$$F(q)=M-\frac{q^2}{6}\int\Delta\rho\,r^2\,d^3r+\dots \tag{34}$$

With $M=0$ and a nonzero second integral, the intensity starts as $q^4$. It rises from zero, and there is no Guinier region. For a core and a shell of equal volume and opposite contrast, with outer radius 5 nm and core radius 3.97 nm, doubling $q$ from 0.01 to 0.02 nm$^{-1}$ multiplies the computed intensity by 15.99, close to $2^4=16$. The $q^4$ law depends on the spherical symmetry. Otherwise the term $-i\mathbf q\cdot\int\Delta\rho\,\mathbf r\,d^3r$ in the expansion of (2) can survive, and the intensity then starts as $q^2$. Moving the same core 0.1 nm off centre lowers the ratio to 4.3.

## Worked example

Take a model sphere with $R=5$ nm and $\Delta\rho=4\times10^{-4}$ nm$^{-2}$. Its volume is $V=4\pi(5)^3/3=523.6$ nm$^3$. From (16) and (18),

$$I_0=(4\times10^{-4}\times523.6)^2=0.0439\ \text{nm}^2,\qquad R_g=0.7746\times5=3.873\ \text{nm}. \tag{35}$$

The first zero lies at $q_1=4.493/5=0.899$ nm$^{-1}$, where $qR_g=3.48$. There the exponential still predicts $0.0176\,I_0=7.7\times10^{-4}$ nm$^2$. The limit $qR_g=1.3$ corresponds to $q=1.3/3.873=0.336$ nm$^{-1}$. Between $q=0$ and the zero the two curves separate as follows, with the error relative to the exact value:

| $qR_g$ | Exact $I/I_0$ | Guinier | Error |
|---|---|---|---|
| 0.5 | 0.9196 | 0.9200 | +0.05 % |
| 1.0 | 0.7106 | 0.7165 | +0.8 % |
| 1.3 | 0.5554 | 0.5693 | +2.5 % |
| 2.0 | 0.2246 | 0.2636 | +17 % |
| 3.0 | 0.0131 | 0.0498 | +281 % |

The relative error must grow without bound as the zero is approached, since the exact intensity goes to zero and the exponential does not.

To see the effect on a measured size, fit straight lines to noise-free values of $\ln I$ against $q^2$. Each fit uses 60 equally spaced $q$ values of equal weight, starting at $qR_g=0.1$:

| Upper $qR_g$ | Fitted $R_g$ (nm) | Bias |
|---|---|---|
| 1.0 | 3.92 | +1.1 % |
| 1.3 | 3.95 | +1.9 % |
| 2.0 | 4.07 | +5.0 % |
| 3.0 | 4.47 | +15 % |

All the biases are positive, as (29) requires. They grow with the fitting range. A practical check on real data is to lower the upper limit until the fitted $R_g$ stops changing within its uncertainty. This tests only the truncation of (11): with several sizes or correlated positions the fit settles on (33) or on $R_g^2-3c$, not on the $R_g$ of a single particle.

Finally, let 1 % of the spheres, by number, have a radius of 10 nm. Their share of the forward intensity is

$$\frac{0.01\times10^6}{0.99\times5^6+0.01\times10^6}=39\ \%, \tag{36}$$

and (33), which describes the limiting slope as $q\to0$, gives

$$R_{g,\rm app}=\sqrt{0.6\times\frac{0.99\times5^8+0.01\times10^8}{0.99\times5^6+0.01\times10^6}}\ \text{nm}=5.72\ \text{nm}. \tag{37}$$

Read as a single sphere, this would mean a radius of $5.72/0.7746=7.38$ nm, which no particle in the sample has. The numerical check tests expansion (11) on an irregular set of point scatterers and the sphere amplitude (15) by cutting the sphere into discs.

## Calculated quantities

```
Sphere radius R = 5.00 nm
Contrast = 4.0e-04 nm^-2
Volume = 523.60 nm^3
Rg/R = 0.77460 (no unit)
Rg = 3.8730 nm
I0 per particle = 0.04386 nm^2
First zero: qR = 4.49341, qRg = 3.4806
First zero: q = 0.8987 nm^-1
Guinier I/I0 at first zero = 0.01763
Guinier I at first zero = 7.733e-04 nm^2
Sphere: qRg, q (nm^-1), exact I/I0, Guinier I/I0, error (%)
  0.5  0.1291  0.91958  0.92004  +0.05
  1.0  0.2582  0.71057  0.71653  +0.84
  1.3  0.3357  0.55538  0.56931  +2.51
  2.0  0.5164  0.22456  0.26360  +17.38
  3.0  0.7746  0.01308  0.04979  +280.70
Thin rod, error at qRg = 1.3: -7.46 %
u^4 coefficient of ln(I/I0), sphere: -0.00794
u^4 coefficient of ln(I/I0), rod: +0.02447
Size of error (%), qRg for sphere, qRg for rod
   1  1.043  0.791
   5  1.526  1.176
  10  1.781  1.400
Leading estimate of qRg for 1 % error, sphere: 1.059
Curves cross after the zero at qR = 5.170
Side maximum at qR = 5.763
  exact I/I0 = 0.00743, Guinier = 0.00130
Mean of (qR)^4 I/I0 at large qR = 4.5000
Line fits from qRg = 0.1: upper qRg, fitted Rg (nm), bias (%)
  1.0  3.9164  +1.12
  1.3  3.9476  +1.93
  2.0  4.0664  +4.99
  3.0  4.4730  +15.49
Mixture radii = 5.0 and 10.0 nm
Number share of large spheres = 1.0 %
Their share of I0 = 39.3 %
Apparent Rg of mixture = 5.7157 nm
Apparent R of mixture = 7.3789 nm
Matched core-shell: core radius = 3.9685 nm
  I(0.02 nm^-1)/I(0.01 nm^-1) = 15.986
```
